# Isotopic lines of interstitial oxygen in natural germanium

## Problem

An interstitial oxygen atom in germanium sits between two neighbouring Ge atoms and forms a bent Ge–O–Ge bridge. Its asymmetric stretch, in which one Ge–O bond lengthens while the other shortens, absorbs infrared light near 860 cm⁻¹. The frequency depends slightly on the masses of the two Ge neighbours, so a natural crystal shows a group of closely spaced lines.

Natural germanium contains these fractions $p_A$ of isotopes with mass number $A$:

| $A$ | 70 | 72 | 73 | 74 | 76 |
|---|---|---|---|---|---|
| $p_A$ (%) | 20.52 | 27.45 | 7.76 | 36.52 | 7.75 |

1. How many unordered isotope pairs can the two neighbours form, and how many different sums $S=A_1+A_2$ do these pairs give?
2. Find the share of each sum in the total absorption.
3. Show that, to first order in the mass differences, the frequency depends on the neighbour masses through their sum.
4. Using a model of two springs, estimate the line spacing and the splitting between pairs of equal sum. For what linewidths does the number of sums equal the number of lines seen?
5. Which neglected effects could change the pattern? What does the counting rule give for silicon, with 92.223% ²⁸Si, 4.685% ²⁹Si and 3.092% ³⁰Si?

Assume that isotopes occupy the sites independently, that the oxygen is ¹⁶O, and that every pair has the same oscillator strength. "Absorption" means the absorption coefficient integrated over a line. It is proportional to the number of centres; the depth of a dip in transmitted light is not, unless the absorption is weak.

The model takes 862 cm⁻¹ as its input wavenumber. Its other rough inputs are an apex angle $\theta=140^\circ$, a Ge–O length of 0.175 nm and a low-temperature linewidth (full width at half maximum) of 0.1 cm⁻¹.

## Solution

### 1. Pairs and sums

There are 5 pairs of equal isotopes and $5\cdot4/2=10$ pairs of different ones, so 15 unordered pairs. Listed by sum, they are:

- 140 = 70+70
- 142 = 70+72
- 143 = 70+73
- 144 = 70+74 = 72+72
- 145 = 72+73
- 146 = 70+76 = 72+74 = 73+73
- 147 = 73+74
- 148 = 72+76 = 74+74
- 149 = 73+76
- 150 = 74+76
- 152 = 76+76

The sums 144 and 148 each occur twice and 146 occurs three times. These coincidences remove $1+1+2=4$ values, which leaves $15-4=11$ distinct sums.

A second count confirms this. The sums lie between 140 and 152, a range of 13 integers. The value 141 would need 70+71, and 151 would need 75+76, but neither 71 nor 75 is among the isotopes. All other integers in the range appear in the list, and $13-2=11$.

### 2. Shares of the absorption

Label the two neighbour sites 1 and 2. Independent occupation gives probability $p_Ap_B$ for isotope $A$ on site 1 and $B$ on site 2. If $A\neq B$, the exchanged arrangement is a different event with the same probability and, by the symmetry used in part 3, the same frequency. Therefore

$$
P_{AA}=p_A^2,\qquad P_{AB}=2p_Ap_B\quad(A\neq B).
$$

With equal oscillator strengths, the share $I_S$ of a sum is the total probability of its pairs. For the three composite sums,

$$
\begin{aligned}
I_{144}&=2p_{70}p_{74}+p_{72}^2=0.1499+0.0754\approx0.2252,\\
I_{146}&=2p_{70}p_{76}+2p_{72}p_{74}+p_{73}^2\\
&=0.0318+0.2005+0.0060=0.2383,\\
I_{148}&=2p_{72}p_{76}+p_{74}^2=0.0425+0.1334=0.1759.
\end{aligned}
$$

The last digit of the first sum is affected by rounding of its terms. The other eight sums have one pair each; for example, $I_{142}=2(0.2052)(0.2745)=0.1127$.

The table gives all shares, and also the areas relative to the strongest line. The last column is the model shift of the line's centre from that of $S=146$, obtained from the spring model of part 4. Its second decimal serves only to compare lines within the model; the uncertain apex angle alone can change the shifts by more than 10%.

| $S$ | Share (%) | Relative area | Shift (cm⁻¹) |
|---|---:|---:|---:|
| 140 | 4.21 | 17.7 | +2.02 |
| 142 | 11.27 | 47.3 | +1.33 |
| 143 | 3.18 | 13.4 | +1.00 |
| 144 | 22.52 | 94.5 | +0.67 |
| 145 | 4.26 | 17.9 | +0.31 |
| 146 | 23.83 | 100.0 | 0.00 |
| 147 | 5.67 | 23.8 | −0.34 |
| 148 | 17.59 | 73.8 | −0.66 |
| 149 | 1.20 | 5.0 | −0.96 |
| 150 | 5.66 | 23.8 | −1.28 |
| 152 | 0.60 | 2.5 | −1.90 |

The most abundant isotope is 74, yet 148 is not the strongest sum. The mixed pair 72+74 can be arranged in two ways and alone contributes 20.05%, more than the 13.34% of 74+74.

All eleven shares follow from one polynomial:

$$
\left(\sum_A p_Ax^A\right)^2=\sum_{A,B}p_Ap_Bx^{A+B}=\sum_S I_Sx^S .
$$

Multiplication adds the exponents, so the coefficient of $x^S$ collects every ordered pair with that sum. Setting $x=1$ gives $\sum_SI_S=1$, because the abundances add to one.

The mean and variance provide a further check. The mean mass number is

$$
\langle A\rangle=\sum_A p_AA=72.708,
$$

so $\langle S\rangle=2\langle A\rangle=145.415$ when unrounded values are used. For independent sites the variances also add, because the average product of the two deviations is zero. The variance of one site is 3.099, and that of $S$ is 6.197, again from unrounded values.

### 3. Why the sum controls the frequency

Let $\omega(M_1,M_2)$ be the angular frequency for neighbour masses $M_1$ and $M_2$. The bridge has two equal bonds, so exchanging the masses merely exchanges the names of its ends:

$$
\omega(M_1,M_2)=\omega(M_2,M_1).
$$

In the crystal this also requires equivalent surroundings. The two Ge sites are equivalent when the other atoms have their average mass and the oxygen's orientation about the Ge–Ge axis does not distinguish the ends.

Differentiate the equality with respect to $M_1$ and then set both masses equal to $M$. The left side gives the derivative with respect to the first argument, the right side that with respect to the second. They are therefore equal; call their common value $g$. For $M_i=M+\delta_i$, Taylor's expansion gives

$$
\omega(M_1,M_2)=\omega(M,M)+g(\delta_1+\delta_2)+\text{second-order terms}.
$$

The first-order shift contains the sum of the masses alone. This result does not depend on a particular spring model. The second-order terms can distinguish 70+74 from 72+72, so equal sums do not imply strictly equal frequencies.

Isotope masses also differ slightly from integers. The mass number labels the lines, while the calculated frequencies use the actual isotope masses.

### 4. Spacing, splitting and the number of lines seen

**Equation of motion.** Let the oxygen have mass $m$ and displacement $\mathbf u_0$, and let neighbour $i$ have displacement $\mathbf u_i$. The unit vector $\mathbf n_i$ points from oxygen to neighbour $i$, so $\mathbf n_1\cdot\mathbf n_2=\cos\theta$. To first order in the displacements, the bond extensions are

$$
s_i=\mathbf n_i\cdot(\mathbf u_i-\mathbf u_0).
$$

Each bond has stiffness $k$. Bending forces are left out, and the rest of the lattice is considered only in part 5. A stretched bond pulls its ends together, so

$$
M_i\ddot{\mathbf u}_i=-ks_i\mathbf n_i,\qquad
m\ddot{\mathbf u}_0=k(s_1\mathbf n_1+s_2\mathbf n_2).
$$

Differentiate $s_1$ twice and insert these accelerations:

$$
\begin{aligned}
\ddot s_1&=\mathbf n_1\cdot\ddot{\mathbf u}_1-\mathbf n_1\cdot\ddot{\mathbf u}_0\\
&=-k\left[\left(\frac1m+\frac1{M_1}\right)s_1+\frac{\cos\theta}{m}s_2\right].
\end{aligned}
$$

The equation for $s_2$ follows by exchanging the labels. For oscillation at frequency $\omega$, $\ddot s_i=-\omega^2s_i$. Writing $\omega^2=k\lambda$, we need the eigenvalues $\lambda$ of

$$
\begin{pmatrix}
1/m+1/M_1&\cos\theta/m\\
\cos\theta/m&1/m+1/M_2
\end{pmatrix}.
$$

A symmetric matrix with diagonal elements $a,b$ and off-diagonal element $c$ has eigenvalues $(a+b)/2\pm\sqrt{c^2+(a-b)^2/4}$. For equal masses and $s_1=-s_2$, the first row gives $\lambda=1/m+1/M-\cos\theta/m$. Since $\cos\theta<0$ here, this is the larger eigenvalue. The asymmetric stretch thus has

$$
\lambda=\frac1m+\frac12\left(\frac1{M_1}+\frac1{M_2}\right)
+\sqrt{\frac{\cos^2\theta}{m^2}+\frac14\left(\frac1{M_1}-\frac1{M_2}\right)^2}.
$$

**Line spacing.** At equal masses the square root has no first-order change, because the mass difference enters it squared. Hence $\partial\lambda/\partial M_1=-1/(2M^2)$. From $\omega=\sqrt{k\lambda}$ at fixed $k$, $d\omega=\omega\,d\lambda/(2\lambda)$, and so

$$
g=-\frac{\omega}{4\lambda M^2}.
$$

The wavenumber $\tilde\nu=\omega/(2\pi c)$ obeys the same relation, with $\omega$ replaced by $\tilde\nu$. The average Ge mass is 72.63 u and $m\approx16$ u, so

$$
\lambda=\frac{1-\cos140^\circ}{m}+\frac1M
\approx0.110+0.014=0.124\ \mathrm{u}^{-1}.
$$

With the more precise value 0.1242 u⁻¹,

$$
\frac{d\tilde\nu}{dS}\approx-\frac{862}{4(0.1242)(72.63)^2}
=-0.329\ \mathrm{cm^{-1}\ per\ u}.
$$

Heavier pairs vibrate more slowly. Matching 862 cm⁻¹ requires $k=\omega^2/\lambda=353$ N/m. The standard deviation of the whole pattern is about $0.329\sqrt{6.197}=0.82$ cm⁻¹.

**Splitting at equal sum.** Keep the sum fixed by writing $M_1=M+D/2$ and $M_2=M-D/2$. Then

$$
\frac12\left(\frac1{M_1}+\frac1{M_2}\right)
=\frac{M}{M^2-D^2/4}
\approx\frac1M+\frac{D^2}{4M^3},
$$

$$
\frac14\left(\frac1{M_1}-\frac1{M_2}\right)^2
=\frac{D^2}{4(M^2-D^2/4)^2}
\approx\frac{D^2}{4M^4}.
$$

For small $\epsilon$, $\sqrt{c^2+\epsilon}\approx|c|+\epsilon/(2|c|)$. With $|c|=|\cos\theta|/m$, the two contributions add to

$$
\delta\lambda=\frac{D^2}{4M^3}
\left[1+\frac{m}{2M|\cos\theta|}\right].
$$

Multiplication by $\tilde\nu/(2\lambda)$ gives

$$
\delta\tilde\nu=\frac{\tilde\nu D^2}{8\lambda M^3}
\left[1+\frac{m}{2M|\cos\theta|}\right].
$$

This is positive: at fixed sum, the more unequal pair has the higher frequency. The expansion requires $|D|\ll M$ and $|D|/(2M^2)\ll|\cos\theta|/m$. It would fail for an apex angle close to 90°, where the two stretches become nearly degenerate.

For our values the bracket is 1.144, and $\delta\tilde\nu\approx0.00259D^2$ cm⁻¹ with $D$ in u. Thus $D=4$ u gives 0.041 cm⁻¹ and $D=6$ u gives 0.093 cm⁻¹. Diagonalization with the actual isotope masses gives spreads of 0.042, 0.093 and 0.039 cm⁻¹ within the sums 144, 146 and 148.

The smallest gap between neighbouring groups is 0.239 cm⁻¹. It lies between 145 and 146, because the pair 70+76 is raised towards the 145 line. The formulas give nearly the same value: $0.329-0.093+0.003=0.239$ cm⁻¹, where the last term is the small upward shift of 72+73.

**Resolution.** Give each of the 15 pairs a Lorentzian line with an area equal to its probability, and count the maxima of their sum. The result depends on the full width:

- At 0.001 cm⁻¹ there are 15 maxima.
- At 0.1 cm⁻¹ there are 11 maxima.
- At 2 cm⁻¹ there is one maximum.

Eleven lines appear when the linewidth hides the splittings within a sum but leaves the different sums resolved. In this model, that holds for full widths from about 0.06 to 0.15 cm⁻¹; at 0.2 cm⁻¹ only ten maxima remain. At 0.1 cm⁻¹ the width is close to the largest internal splitting, so the 146 line need not be symmetric. Its share should be found from its area, not from its peak height. The window depends on the line shape and scales with the line spacing: Gaussian lines give about 0.07 to 0.20 cm⁻¹, and Lorentzian lines give about 0.07 to 0.18 cm⁻¹ for an apex angle of 120° and 0.05 to 0.14 cm⁻¹ for 180°.

### 5. Neglected effects and the silicon case

**Surrounding lattice.** Attach three further Ge atoms to each neighbour, and connect these six outer atoms to fixed atoms along their remaining tetrahedral bonds. The stiffness $k_b$ of the Ge–Ge springs can be set from a rough optical wavenumber of 300 cm⁻¹. In the diamond lattice, the four bond directions at an atom satisfy $\sum\mathbf n\mathbf n^T=\tfrac43\mathbf 1$. When the two sublattices move against each other with relative displacement $\mathbf r$, the restoring force per atom is $-\tfrac43k_b\mathbf r$. The reduced mass is $M/2$, so $\omega_{\rm opt}^2=8k_b/(3M)$.

With $k$ readjusted to keep the stretch at 862 cm⁻¹, the slope changes from −0.329 to −0.342 cm⁻¹ per u, about 4%. Random isotopes on the six outer sites shift the line by 0.0008 cm⁻¹ rms, far below the assumed linewidth. Enlarging the cluster to about a hundred atoms leaves both numbers unchanged, but they depend on the force model: a transverse Ge–Ge stiffness of one tenth of the radial one, at the same optical wavenumber, gives −0.346 cm⁻¹ per u and 0.0005 cm⁻¹.

**Apex angle.** At the same fixed wavenumber, but without the lattice springs, the slope is −0.380 cm⁻¹ per u for 120° and −0.294 cm⁻¹ per u for 180°. The line positions thus depend on the uncertain geometry more than on this lattice correction. The counting and the shares do not depend on the angle, provided that the oscillator strengths remain equal.

**Oscillator strengths.** Assign charge −1 to oxygen and +1/2 to each neighbour, in arbitrary units. The squared dipole of the normalized mode then varies by 0.72% between the weakest and strongest pair. For the largest share, 23.83%, this is a change of less than 0.2 percentage points.

**Other oxygen isotopes.** Replacing ¹⁶O by ¹⁸O moves the line by about −44 cm⁻¹ in the free-bridge model. This is much larger than the width of the Ge pattern, so ¹⁸O forms a separate, weak group.

**Rotation and temperature.** The oxygen can also move around the Ge–Ge axis. As an estimate, let it rotate freely about fixed neighbours at radius $r=0.175\cos70^\circ=0.060$ nm. Its levels are $E_l=Bl^2$, with $l=0,\pm1,\pm2,\ldots$ and $B=\hbar^2/(2mr^2)$, which corresponds to about 2.9 cm⁻¹. The population of the lowest level is

$$
P_0=\left[\sum_{l=-\infty}^{\infty}e^{-Bl^2/(k_{\rm B}T)}\right]^{-1}.
$$

This gives 97% at 1 K, 81% at 2 K and 37% at 10 K. If the rotational constant becomes $B'$ when the stretch is excited, a transition that conserves $l$ is shifted by $(B'-B)l^2$. Each isotopic line can then acquire thermal companions. The harmonic model does not give $B'-B$, so it cannot say whether they are resolved.

**Comparison with a real crystal.** The wavenumber, geometry and linewidth used here are rough values for oxygen in germanium, and the shifts in the table are model estimates. The spring model also assumes a single, non-rotating configuration, which the rotor estimate calls into question. The rotor estimate is itself uncertain, since the neighbours can move and the potential around the axis need not be flat. Halving $B$ has the same effect on $P_0$ as doubling $T$: at 1 K it would lower the population from 97% to 81%. A comparison with the simple eleven-line pattern is therefore cleanest at about 1 K or below, with a linewidth near 0.1 cm⁻¹. Inhomogeneous strain that broadens the lines to 2 cm⁻¹ would merge them into one maximum in this model.

**Silicon.** Three isotopes form $3+3=6$ unordered pairs. Their mass numbers are consecutive, so every integer from 56 to 60 occurs as a sum. The one coincidence is $58=28+30=29+29$, which leaves five sums:

| $S$ | 56 | 57 | 58 | 59 | 60 |
|---|---:|---:|---:|---:|---:|
| Share (%) | 85.05 | 8.64 | 5.92 | 0.29 | 0.10 |

The composite share is $2(0.92223)(0.03092)+(0.04685)^2=0.0592$. One isotope dominates silicon, so one sum dominates its pattern. In germanium the abundance is spread over several isotopes, and no sum reaches one quarter of the total.

## Calculated quantities

```
Ge abundances (%): 70: 20.52, 72: 27.45, 73: 7.76, 74: 36.52, 76: 7.75
mean Ge mass: 72.630 u
unordered pairs: 15; distinct sums: 11
pair probabilities (%):
  70+70 = 140: 4.21
  70+72 = 142: 11.27
  70+73 = 143: 3.18
  70+74 = 144: 14.99
  70+76 = 146: 3.18
  72+72 = 144: 7.54
  72+73 = 145: 4.26
  72+74 = 146: 20.05
  72+76 = 148: 4.25
  73+73 = 146: 0.60
  73+74 = 147: 5.67
  73+76 = 149: 1.20
  74+74 = 148: 13.34
  74+76 = 150: 5.66
  76+76 = 152: 0.60
lines: S, share (%), height (S=146 is 100), shift from it (1/cm)
  140: 4.21, 17.7, +2.02
  142: 11.27, 47.3, +1.33
  143: 3.18, 13.4, +1.00
  144: 22.52, 94.5, +0.67
  145: 4.26, 17.9, +0.31
  146: 23.83, 100.0, +0.00
  147: 5.67, 23.8, -0.34
  148: 17.59, 73.8, -0.66
  149: 1.20, 5.0, -0.96
  150: 5.66, 23.8, -1.28
  152: 0.60, 2.5, -1.90
sum of shares: 100.00 %
mean of S: 145.415; variance of S: 6.197
inputs: 862 1/cm, angle 140 deg, bond 0.175 nm
lambda: 0.1242 1/u; Ge-O spring: 353 N/m
shift per unit of mass sum: -0.329 1/cm per u
  same at 120 deg: -0.380 1/cm per u
  same at 180 deg: -0.294 1/cm per u
  same with lattice springs: -0.342 1/cm per u
spread inside lines (1/cm): 144: 0.042, 146: 0.093, 148: 0.039
smallest gap between lines: 0.239 1/cm
maxima seen at full width 0.001 1/cm: 15
maxima seen at full width 0.1 1/cm: 11
maxima seen at full width 2 1/cm: 1
range of oscillator strength over pairs: 0.72 %
rms shift from next-shell isotopes: 0.00076 1/cm
shift of the 18O line: -43.8 1/cm
free-rotor constant: 2.94 1/cm
lowest rotor level occupied at 1 K: 97 %
lowest rotor level occupied at 2 K: 81 %
lowest rotor level occupied at 10 K: 37 %
Si: 6 pairs, 5 sums; shares (%): 56: 85.05, 57: 8.64, 58: 5.92, 59: 0.29, 60: 0.10
```
